# How the Acoustic-Phonon Mean Free Path Depends on Electron Energy: a numerical check

```python
# Result under test: elastic acoustic scattering in a 3D parabolic band gives
# path = pi*c/(m^2 D^2 T), independent of electron energy (atomic units).
# m: band mass, D: deformation potential, T: thermal energy k_B*temperature,
# c = density*sound_speed^2: longitudinal elastic constant.
# Example: rough typical parameters for electrons in lightly doped bulk silicon.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

pc = const.physical_constants
HARTREE = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0]
NM = BOHR * 1e9
PS = pc["atomic unit of time"][0] * 1e12
CM_S = pc["atomic unit of velocity"][0] * 100
FIELD = pc["atomic unit of electric field"][0]
MOB = pc["atomic unit of velocity"][0] / FIELD * 1e4

# Inputs, in the units in which they are printed
temperature = 300.0          # K
m_long, m_trans = 0.92, 0.19  # electron masses
D_eV = 9.0                   # eV
density_gcc = 2.33           # g/cm3
sound_cms = 9.0e5            # cm/s
alpha_eV = 0.5               # 1/eV
iv_energy_eV = 0.060         # eV, lumped intervalley phonon
iv_coupling = 110.0          # eV/nm
doping_cm3 = 1e15            # 1/cm3
kappa = 11.7                 # relative permittivity

# Conversion to atomic units
T = const.k * temperature / const.e / HARTREE
m = (m_long * m_trans**2) ** (1 / 3)
m_cond = 3 / (1 / m_long + 2 / m_trans)
D = D_eV / HARTREE
rho = density_gcc * 1000 * BOHR**3 / const.m_e
vs = sound_cms / CM_S
c = rho * vs**2
alpha = alpha_eV * HARTREE
w_iv = iv_energy_eV / HARTREE
K_iv = iv_coupling / HARTREE * NM
n_imp = doping_cm3 * 1e6 * BOHR**3

path = np.pi * c / (m**2 * D**2 * T)


def speed(E):
    return np.sqrt(2 * E / m)


def acoustic_rate(E):
    return D**2 * T * m * np.sqrt(2 * m * E) / (np.pi * c)


# Phonon factors: thermal oscillator diagonalized on a sinc grid (mass 1, frequency 1)
step, points, T_osc = 0.2, 201, 5.0
idx = np.arange(points)
x = (idx - points // 2) * step
diff = idx[:, None] - idx[None, :]
safe = np.where(diff == 0, 1, diff)
kin = np.where(diff == 0, np.pi**2 / 6, (-1.0) ** np.abs(diff) / safe**2) / step**2
levels, states = np.linalg.eigh(kin + np.diag(x**2 / 2))
weights = np.exp(-(levels - levels[0]) / T_osc)
weights /= weights.sum()
x_sq = (states.T @ (x[:, None] * states)) ** 2   # [final, initial]
absorb = np.sum(np.triu(x_sq, 1) * weights)      # oscillator loses a quantum
emit = np.sum(np.tril(x_sq, -1) * weights)       # oscillator gains a quantum
bose = 1 / np.expm1(1 / T_osc)
assert abs(absorb / (bose / 2) - 1) < 1e-5
assert abs(emit / ((bose + 1) / 2) - 1) < 1e-5
assert abs((absorb + emit) / T_osc - 1) < 0.005  # classical limit, error 1/(12*25)

# Golden rule as an explicit sum over plane-wave states in a periodic box
E_ref = 0.02 / HARTREE
dk = np.sqrt(2 * m * E_ref) / 20
box = 2 * np.pi / dk
axis = np.arange(-48, 49) * dk
perp2 = axis[:, None, None] ** 2 + axis[None, :, None] ** 2
par2 = axis[None, None, :] ** 2
sphere = (perp2 + par2) / (2 * m)


def box_rate(grid_energy, E, v):
    width = v * dk   # smooths the discrete levels
    delta = np.exp(-0.5 * ((grid_energy - E) / width) ** 2)
    delta_sum = delta.sum() / (width * np.sqrt(2 * np.pi))
    return 2 * np.pi * D**2 * T / (c * box**3) * delta_sum


# Level smoothing itself shifts the sums by about 0.1 percent
energies_eV = [0.02, 0.04, 0.08]
table = []
for e in energies_eV:
    E = e / HARTREE
    rate = box_rate(sphere, E, speed(E))
    assert abs(rate / acoustic_rate(E) - 1) < 0.003
    assert abs(speed(E) / rate / path - 1) < 0.003
    table.append((e, speed(E) * CM_S, PS / rate, speed(E) / rate * NM))

ellipsoid = perp2 / (2 * m_trans) + par2 / (2 * m_long)
ell_rate = box_rate(ellipsoid, E_ref, speed(E_ref))
assert abs(ell_rate / acoustic_rate(E_ref) - 1) < 0.003

E_hi = 0.08 / HARTREE
nonpar = (np.sqrt(1 + 4 * alpha * sphere) - 1) / (2 * alpha)
v_np = np.sqrt(2 * E_hi * (1 + alpha * E_hi) / m) / (1 + 2 * alpha * E_hi)
path_np = v_np / box_rate(nonpar, E_hi, v_np)
assert abs(path_np / (path / (1 + 2 * alpha * E_hi) ** 2) - 1) < 0.003

flat = sphere[:, :, 48]   # two-dimensional motion: third component zero
path_2d = [speed(E) / box_rate(flat, E, speed(E)) for E in (E_ref, E_hi)]
ratio_2d = path_2d[1] / path_2d[0]
assert abs(ratio_2d - np.sqrt(E_hi / E_ref)) < 0.01


# Real phonons: quantum occupation, exact energy conservation, momentum loss
def inelastic_path(E, sound):
    k = np.sqrt(2 * m * E)

    def absorption(q):
        loss = (q**2 / 2 - q * m * sound) / k**2
        return q**2 * loss / np.expm1(sound * q / T)

    def emission(q):
        loss = (q**2 / 2 + q * m * sound) / k**2
        return q**2 * loss * (1 + 1 / np.expm1(sound * q / T))

    total = quad(absorption, 0, 2 * (k + m * sound), epsabs=0)[0]
    total += quad(emission, 0, 2 * (k - m * sound), epsabs=0)[0]
    return speed(E) / (D**2 * m * sound / (4 * np.pi * c * k) * total)


real_paths = []
for e in (0.01, 0.05, 0.20):
    E = e / HARTREE
    real_paths.append((e, inelastic_path(E, vs)))
    assert abs(real_paths[-1][1] / path - 1) < 0.05   # physical inelastic effect
    # Slower sound at fixed elastic constant must approach the elastic result
    assert abs(inelastic_path(E, vs / 10) / path - 1) < 0.001


# Nondegenerate mobility from the Boltzmann average of the relaxation time
def mobility(rate):
    def weighted_time(y):
        return y**1.5 * np.exp(-y) / rate(y * T)
    edge = w_iv / T
    top = quad(weighted_time, 0, edge)[0] + quad(weighted_time, edge, 40)[0]
    bottom = quad(lambda y: y**1.5 * np.exp(-y), 0, 40)[0]
    return top / bottom / m


mu = 4 * path / (3 * np.sqrt(2 * np.pi * m * T))
assert abs(mobility(acoustic_rate) / mu - 1) < 1e-5

# Ellipsoidal valley: direct momentum-space average, then mean over directions
s = np.linspace(-7, 7, 70)
kt, kl = s * np.sqrt(m_trans * T), s * np.sqrt(m_long * T)
kx, ky, kz = np.meshgrid(kt, kt, kl, indexing="ij")
E_grid = (kx**2 + ky**2) / (2 * m_trans) + kz**2 / (2 * m_long)
occ = np.exp(-E_grid / T)
tau = 1 / acoustic_rate(E_grid)
mu_t = np.sum((kx / m_trans) ** 2 * tau * occ) / occ.sum() / T
mu_l = np.sum((kz / m_long) ** 2 * tau * occ) / occ.sum() / T
mu_ell = (2 * mu_t + mu_l) / 3
assert abs(mu_ell / (mu * m / m_cond) - 1) < 0.002


# Sizes of neglected scattering
def intervalley_rate(E):
    def dos(energy):
        return m * np.sqrt(2 * m * max(energy, 0.0)) / (2 * np.pi**2)
    N = 1 / np.expm1(w_iv / T)
    final = N * dos(E + w_iv) + (N + 1) * dos(E - w_iv)
    return np.pi * K_iv**2 / (rho * w_iv) * final


def total_rate(E):
    return acoustic_rate(E) + intervalley_rate(E)


E_th = 1.5 * T
k_th = np.sqrt(2 * m * E_th)
screen2 = 4 * np.pi * n_imp / (kappa * T)


def impurity_integrand(q):
    cross = (2 * m / (kappa * (q**2 + screen2))) ** 2
    return cross * q**2 / (2 * k_th**2) * q / k_th**2


imp_int = quad(impurity_integrand, 0, 2 * k_th, limit=200, epsabs=0)[0]
imp_rate = n_imp * speed(E_th) * 2 * np.pi * imp_int
N_c = 12 * (m * T / (2 * np.pi)) ** 1.5   # six valleys, two spins
mu_total = mobility(total_rate)
E_100 = 0.1 / HARTREE


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


print("Inputs: rough typical values for n-type silicon")
show("temperature", f"{temperature:.0f}", "K")
show("longitudinal mass", m_long, "electron masses")
show("transverse mass", m_trans, "electron masses")
show("deformation potential D", D_eV, "eV")
show("density", density_gcc, "g/cm3")
show("sound speed", f"{sound_cms:.2e}", "cm/s")
print("Intermediate values and main results")
show("density-of-states mass m", f"{m:.4f}", "electron masses")
show("thermal energy", f"{T*HARTREE:.5f}", "eV")
show("B = hbar^2/2m", f"{HARTREE*NM**2/(2*m):.5f}", "eV nm2")
show("elastic constant c", f"{c*HARTREE/NM**3:.1f}", "eV/nm3")
show("mean free path", f"{path*NM:.2f}", "nm")
show("mean free path, converted", f"{path*NM*10:.1f}", "angstrom")
show("acoustic mobility, spherical valley", f"{mu*MOB:.0f}", "cm2/Vs")
print("Explicit sum over box states")
for e, v, t, p in table:
    print(f"E={e:.2f} eV: v={v:.3e} cm/s, tau={t:.4f} ps, path={p:.2f} nm")
show("2D path ratio, 0.08 eV to 0.02 eV", f"{ratio_2d:.4f}")
print("Real phonons: path from momentum loss")
for e, p in real_paths:
    print(f"E={e:.2f} eV: path={p*NM:.2f} nm")
print("Sizes of neglected effects")
show("1.5 kT", f"{E_th*HARTREE:.5f}", "eV")
show("largest elastic-limit phonon at 1.5 kT", f"{2*k_th*vs*HARTREE:.5f}", "eV")
show("emission threshold m vs^2/2", f"{m*vs**2/2*HARTREE:.2e}", "eV")
show("path along transverse axis", f"{path*np.sqrt(m/m_trans)*NM:.1f}", "nm")
show("path along longitudinal axis", f"{path*np.sqrt(m/m_long)*NM:.1f}", "nm")
show("conductivity mass", f"{m_cond:.4f}", "electron masses")
show("acoustic mobility, ellipsoidal valleys", f"{mu_ell*MOB:.0f}", "cm2/Vs")
show("nonparabolicity alpha", alpha_eV, "1/eV")
show("nonparabolic path at 1.5 kT", f"{path/(1+2*alpha*E_th)**2*NM:.2f}", "nm")
show("nonparabolic path at 0.08 eV, box sum", f"{path_np*NM:.2f}", "nm")
show("intervalley phonon energy", f"{iv_energy_eV:.3f}", "eV")
show("intervalley coupling", iv_coupling, "eV/nm")
iv_ratio = intervalley_rate(E_th) / acoustic_rate(E_th)
show("intervalley/acoustic rate at 1.5 kT", f"{iv_ratio:.3f}")
show("path with intervalley, 1.5 kT", f"{speed(E_th)/total_rate(E_th)*NM:.1f}", "nm")
show("path with intervalley, 0.10 eV", f"{speed(E_100)/total_rate(E_100)*NM:.1f}", "nm")
show("spherical mobility with intervalley", f"{mu_total*MOB:.0f}", "cm2/Vs")
show("doping", f"{doping_cm3:.1e}", "1/cm3")
show("relative permittivity", kappa)
show("impurity/acoustic rate at 1.5 kT", f"{imp_rate/acoustic_rate(E_th):.4f}")
show("doping/effective density of states", f"{n_imp/N_c:.2e}")
show("electron wavelength at 1.5 kT", f"{2*np.pi/k_th*NM:.2f}", "nm")
show("field where mobility*field = sound speed", f"{vs/mu*FIELD*1e-8:.2e}", "MV/cm")
print("finished without a failed check")
```

It prints:

```
Inputs: rough typical values for n-type silicon
temperature: 300 K
longitudinal mass: 0.92 electron masses
transverse mass: 0.19 electron masses
deformation potential D: 9.0 eV
density: 2.33 g/cm3
sound speed: 9.00e+05 cm/s
Intermediate values and main results
density-of-states mass m: 0.3214 electron masses
thermal energy: 0.02585 eV
B = hbar^2/2m: 0.11853 eV nm2
elastic constant c: 1178.0 eV/nm3
mean free path: 99.31 nm
mean free path, converted: 993.1 angstrom
acoustic mobility, spherical valley: 2430 cm2/Vs
Explicit sum over box states
E=0.02 eV: v=1.479e+07 cm/s, tau=0.6722 ps, path=99.44 nm
E=0.04 eV: v=2.092e+07 cm/s, tau=0.4750 ps, path=99.38 nm
E=0.08 eV: v=2.959e+07 cm/s, tau=0.3358 ps, path=99.35 nm
2D path ratio, 0.08 eV to 0.02 eV: 2.0000
Real phonons: path from momentum loss
E=0.01 eV: path=99.46 nm
E=0.05 eV: path=100.24 nm
E=0.20 eV: path=98.99 nm
Sizes of neglected effects
1.5 kT: 0.03878 eV
largest elastic-limit phonon at 1.5 kT: 0.00678 eV
emission threshold m vs^2/2: 7.40e-05 eV
path along transverse axis: 129.2 nm
path along longitudinal axis: 58.7 nm
conductivity mass: 0.2583 electron masses
acoustic mobility, ellipsoidal valleys: 3024 cm2/Vs
nonparabolicity alpha: 0.5 1/eV
nonparabolic path at 1.5 kT: 92.04 nm
nonparabolic path at 0.08 eV, box sum: 85.16 nm
intervalley phonon energy: 0.060 eV
intervalley coupling: 110.0 eV/nm
intervalley/acoustic rate at 1.5 kT: 0.294
path with intervalley, 1.5 kT: 76.8 nm
path with intervalley, 0.10 eV: 41.1 nm
spherical mobility with intervalley: 1588 cm2/Vs
doping: 1.0e+15 1/cm3
relative permittivity: 11.7
impurity/acoustic rate at 1.5 kT: 0.0141
doping/effective density of states: 3.64e-05
electron wavelength at 1.5 kT: 10.98 nm
field where mobility*field = sound speed: 3.70e-04 MV/cm
finished without a failed check
```
